# Acoustic phonon scattering in a two-dimensional subband and the Fang-Howard form factor: verification in Python

```python
"""Acoustic-phonon scattering of electrons in one two-dimensional subband.

Result under test (Gaussian units):
    1/tau = m D^2 kT F / (hbar^3 rho s^2),   F = integral zeta^4 dz = 3 b / 16
for the Fang-Howard envelope zeta = sqrt(b^3/2) z exp(-b z/2), z > 0.
m: in-plane mass, D: deformation potential, rho: mass density,
s: longitudinal sound speed, b: inverse-length parameter of the envelope,
I(qz): Fourier transform of zeta^2, Q: length of the 3D phonon wavevector.
The formula assumes equipartition and nearly elastic scattering; the program
compares it with the golden-rule integral in which neither is assumed.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad

# Constants converted from SI to Gaussian units
hbar = const.hbar * 1e7
k_boltz = const.k * 1e7
electron_mass = const.m_e * 1e3
erg_per_ev = const.e * 1e7
charge_esu = const.e * const.c * 10.0
volt_per_statvolt = const.c * 1e-6

# Round model parameters
mass_ratio = 0.2
mass = mass_ratio * electron_mass
deformation_ev = 10.0
deformation = deformation_ev * erg_per_ev
density = 2.5
sound = 9.0e5
b = 1.0e7
temperature = 300.0
thermal = k_boltz * temperature

# Symbolic moments of the envelope
z_sym, b_sym = sp.symbols("z b", positive=True)
prob_sym = b_sym**3 / 2 * z_sym**2 * sp.exp(-b_sym * z_sym)
norm_sym = sp.integrate(prob_sym, (z_sym, 0, sp.oo))
depth_sym = sp.integrate(z_sym * prob_sym, (z_sym, 0, sp.oo))
form_sym = sp.integrate(sp.expand(prob_sym**2), (z_sym, 0, sp.oo))
assert sp.simplify(norm_sym - 1) == 0
assert sp.simplify(depth_sym - 3 / b_sym) == 0
assert sp.simplify(form_sym - 3 * b_sym / 16) == 0


def overlap_squared(u):
    """Closed form of |I|^2 at u = qz/b."""
    return (1.0 + u**2) ** -3


# Fourier transform from its definition, with lengths in units of 1/b
def overlap_numeric(u):
    real = quad(lambda x: 0.5 * x**2 * np.exp(-x) * np.cos(u * x),
                0, 60, limit=300)[0]
    imag = quad(lambda x: 0.5 * x**2 * np.exp(-x) * np.sin(u * x),
                0, 60, limit=300)[0]
    return complex(real, imag)


for u_test in (0.0, 0.4, 1.0, 2.5):
    numeric = overlap_numeric(u_test)
    assert abs(numeric - 1 / (1 - 1j * u_test) ** 3) < 1e-8
    assert abs(abs(numeric) ** 2 - overlap_squared(u_test)) < 1e-8

# The qz integral, using the numerically transformed density
nodes, weights = np.polynomial.legendre.leggauss(40)
t_nodes = (nodes + 1) * np.pi / 4
u_nodes = np.tan(t_nodes)
keep = u_nodes < 30.0      # the omitted tail is below 1e-7
raw_integral = 2 * sum(
    w * np.pi / 4 * (1 + u**2) * abs(overlap_numeric(u)) ** 2
    for u, w in zip(u_nodes[keep], weights[keep]))
assert abs(raw_integral / (2 * np.pi) - 3 / 16) < 1e-5

form_factor = 3 * b / 16
rate = (mass * deformation**2 * thermal * form_factor
        / (hbar**3 * density * sound**2))

# Quantum thermal fluctuations of a free elastic chain of planes (unit area).
# The electron density averages the deformation potential over the planes.
spacing = 0.05 / b
sites = 601
first_bond = 100
dynamical = (2 * np.eye(sites) - np.eye(sites, k=1) - np.eye(sites, k=-1))
dynamical[0, 0] = dynamical[-1, -1] = 1.0
eigenvalues, modes = np.linalg.eigh(dynamical)
eigenvalues, modes = eigenvalues[1:], modes[:, 1:]   # drop rigid translation
omega = sound / spacing * np.sqrt(eigenvalues)
bond_z = (np.arange(sites - 1) - first_bond + 0.5) * spacing
bond_z = np.where(bond_z > 0, bond_z, 0.0)
electron_density = 0.5 * b**3 * bond_z**2 * np.exp(-b * bond_z)
coupling = deformation * (electron_density @ np.diff(modes, axis=0))
mode_variance = (hbar / (2 * density * spacing * omega)
                 / np.tanh(hbar * omega / (2 * thermal)))
chain_variance = np.sum(coupling**2 * mode_variance)
classical_variance = (deformation**2 * thermal * form_factor
                      / (density * sound**2))
chain_ratio = chain_variance / classical_variance
chain_correction = (hbar * sound * b / thermal) ** 2 / 36
assert abs(chain_ratio - 1 - chain_correction) < 5e-4


def inelastic_rates(energy, temp, points=240):
    """Total and momentum-relaxation rates with Bose factors and phonon
    energies kept; final states are empty."""
    kt = k_boltz * temp
    k0 = np.sqrt(2 * mass * energy) / hbar
    x, w = np.polynomial.legendre.leggauss(points)
    cosine = np.cos((x + 1) * np.pi / 2)[:, None]
    angle_weight = (w * np.pi / 2)[:, None]
    u = np.tan((x + 1) * np.pi / 4)[None, :]
    qz_weight = (w * np.pi / 4)[None, :] * b * (1 + u**2)
    qz = b * u
    drift = mass * sound / hbar
    total = momentum = 0.0
    for sign in (1, -1):               # +1 absorption, -1 emission
        k1 = np.full((points, points), k0)
        for _ in range(80):
            q3 = np.sqrt(k0**2 + k1**2 - 2 * k0 * k1 * cosine + qz**2)
            k1 = np.sqrt(np.maximum(k0**2 + sign * 2 * drift * q3, 0.0))
        q3 = np.sqrt(k0**2 + k1**2 - 2 * k0 * k1 * cosine + qz**2)
        allowed = k1 > 0.02 * k0       # omits a negligible threshold sliver
        mismatch = np.abs(k1**2 - k0**2 - sign * 2 * drift * q3)
        assert np.max(mismatch[allowed] / k1[allowed] ** 2) < 1e-8
        safe_k1 = np.where(allowed, k1, k0)
        jacobian = 1 / np.abs(
            1 - sign * drift * (safe_k1 - k0 * cosine) / (safe_k1 * q3))
        ratio = hbar * sound * q3 / kt
        bose = np.exp(-ratio) / (-np.expm1(-ratio))
        occupation = bose if sign == 1 else bose + 1
        integrand = np.where(
            allowed, q3 * occupation * jacobian * overlap_squared(u), 0.0)
        integrand = integrand * angle_weight * qz_weight
        total += np.sum(integrand)
        momentum += np.sum(integrand * (1 - k1 * cosine / k0))
    # Factor 4: both halves of the angle range and both signs of qz
    prefactor = (2 * np.pi / hbar * deformation**2 * hbar
                 / (2 * density * sound) * mass / hbar**2
                 * 4 / (2 * np.pi) ** 3)
    return prefactor * total, prefactor * momentum


def second_order_correction(energy):
    return ((hbar * sound * b / thermal) ** 2 / 36
            + mass * sound**2 / thermal * (energy / (3 * thermal) - 1))


results = []
for multiple in (1, 4):
    energy = multiple * thermal
    full, full_momentum = inelastic_rates(energy, temperature)
    predicted = second_order_correction(energy)
    assert abs(full / rate - 1 - predicted) < 5e-4
    assert abs(full_momentum / rate - 1) < 0.01
    results.append((multiple, full / rate, 1 + predicted,
                    full_momentum / rate))

# Cold lattice, same electron energy: equipartition must fail
cold_temperature = 10.0
cold_full, _ = inelastic_rates(thermal, cold_temperature)
cold_formula = rate * cold_temperature / temperature
cold_ratio = cold_full / cold_formula
assert cold_ratio > 1.5

lifetime = 1 / rate
mobility = charge_esu * lifetime / mass / volt_per_statvolt
phonon_scale = hbar * sound * b / erg_per_ev * 1e3

print(f"mass: {mass_ratio:.2f} electron masses = {mass:.4e} g")
print(f"deformation potential: {deformation_ev:.1f} eV = {deformation:.4e} erg")
print(f"mass density: {density:.2f} g/cm^3")
print(f"sound speed: {sound:.2e} cm/s")
print(f"Fang-Howard parameter b: {b:.2e} cm^-1")
print(f"temperature: {temperature:.0f} K")
print(f"hbar: {hbar:.5e} erg s")
print(f"thermal energy kT: {thermal:.4e} erg")
print(f"thermal energy kT: {thermal / erg_per_ev * 1e3:.2f} meV")
print(f"symbolic form factor F: {form_sym}")
print(f"numerical F/b from qz integral: {raw_integral / (2*np.pi):.6f}")
print(f"integral of |I|^2 dqz / b, without 1/(2 pi): {raw_integral:.5f}")
print(f"form factor F: {form_factor:.4e} cm^-1")
print(f"mean depth 3/b: {3 / b * 1e7:.3f} nm")
print(f"effective thickness 1/F: {1 / form_factor * 1e7:.3f} nm")
print(f"phonon energy scale hbar s b: {phonon_scale:.3f} meV")
print(f"m s^2 / kT: {mass * sound**2 / thermal:.5f}")
print(f"chain fluctuation / classical formula: {chain_ratio:.5f}")
print(f"predicted chain ratio: {1 + chain_correction:.5f}")
print(f"scattering rate 1/tau: {rate:.4e} s^-1")
print(f"lifetime tau: {lifetime * 1e12:.4f} ps")
print(f"acoustic-limited mobility: {mobility:.0f} cm^2/(V s)")
for multiple, full_ratio, predicted_ratio, momentum_ratio in results:
    print(f"E = {multiple} kT, 300 K: full rate / formula: {full_ratio:.5f}")
    print(f"E = {multiple} kT, 300 K: second-order ratio: {predicted_ratio:.5f}")
    print(f"E = {multiple} kT, 300 K: momentum rate / formula: "
          f"{momentum_ratio:.5f}")
print(f"cold lattice temperature: {cold_temperature:.0f} K")
print(f"cold-test electron energy: {thermal / erg_per_ev * 1e3:.2f} meV")
print(f"cold lattice: full rate / formula: {cold_ratio:.3f}")
print("every check passed")
```

Printed output:

```
mass: 0.20 electron masses = 1.8219e-28 g
deformation potential: 10.0 eV = 1.6022e-11 erg
mass density: 2.50 g/cm^3
sound speed: 9.00e+05 cm/s
Fang-Howard parameter b: 1.00e+07 cm^-1
temperature: 300 K
hbar: 1.05457e-27 erg s
thermal energy kT: 4.1419e-14 erg
thermal energy kT: 25.85 meV
symbolic form factor F: 3*b/16
numerical F/b from qz integral: 0.187500
integral of |I|^2 dqz / b, without 1/(2 pi): 1.17810
form factor F: 1.8750e+06 cm^-1
mean depth 3/b: 3.000 nm
effective thickness 1/F: 5.333 nm
phonon energy scale hbar s b: 5.924 meV
m s^2 / kT: 0.00356
chain fluctuation / classical formula: 1.00145
predicted chain ratio: 1.00146
scattering rate 1/tau: 1.5293e+12 s^-1
lifetime tau: 0.6539 ps
acoustic-limited mobility: 5750 cm^2/(V s)
E = 1 kT, 300 K: full rate / formula: 0.99892
E = 1 kT, 300 K: second-order ratio: 0.99908
E = 1 kT, 300 K: momentum rate / formula: 0.99596
E = 4 kT, 300 K: full rate / formula: 1.00264
E = 4 kT, 300 K: second-order ratio: 1.00265
E = 4 kT, 300 K: momentum rate / formula: 1.00145
cold lattice temperature: 10 K
cold-test electron energy: 25.85 meV
cold lattice: full rate / formula: 2.385
every check passed
```
